# Conducting End Plates and Non-Ambipolar Cross-Field Plasma Loss

Suppose the ion flux across a magnetic field is calculated by setting it equal to the local electron flux. For the argon plasma below, that rule gives an ion diffusion coefficient of 278 cm²/s. With conducting plates at the ends of the field lines, the same classical model gives 1063 cm²/s. At a given density gradient, the rule therefore underestimates the ion flux by a factor of 3.8. It also misses the current that makes the difference possible: electrons leave along the field, and the plates close the circuit.

## A counter-example

**The plasma.** A uniform field $B$ points along $z$, between two plates a distance $L$ apart and normal to the field. Everything varies transversely along $x$ only. Ions are singly charged, and the temperatures $T_e$ and $T_i$ are uniform and expressed in volts. A prescribed source $S(x)$ creates electrons and ions in pairs. There is no side wall within the region considered, and the plates emit no electrons.

The values are $B=1000$ G, $L=10$ cm, $T_e=3$ eV, $T_i=0.05$ eV, argon at 5 mTorr and 300 K, and mean density $n_0=10^{10}$ cm⁻³. The source has a 10% ripple of wavelength 20 cm, so $k=2\pi/(20\ \text{cm})=0.314$ cm⁻¹.

**Cross-field fluxes.** For an ion of mass $m_i$, collision frequency $\nu_i$ and gyrofrequency $\omega_i=eB/m_i$, steady force balance with inertia neglected reads

$$\nu_i v_x=\frac{e}{m_i}F+\omega_i v_y,\qquad \nu_i v_y=-\omega_i v_x,\qquad F=-\phi'-T_i\frac{n'}{n}.$$

A prime denotes $d/dx$. Substituting $v_y=-\omega_i v_x/\nu_i$ into the first equation gives

$$v_x=\mu_iF,\qquad \mu_i=\frac{e/(m_i\nu_i)}{1+\omega_i^2/\nu_i^2}.$$

Electrons obey the same algebra with the opposite charge. With $D_s=\mu_sT_s$ for each species, the fluxes are

$$\Gamma_i=-D_in'-\mu_in\phi',\qquad \Gamma_e=-D_en'+\mu_en\phi'.$$

Flow along $y$ has no divergence, because nothing depends on $y$.

The ion collision cross-section is taken as $\sigma_i=10^{-14}$ cm² and the electron rate coefficient as $10^{-7}$ cm³/s. The ion collision frequency is $\nu_i=n_g\sigma_i\bar v_i$, with gas density $n_g=1.61\times10^{14}$ cm⁻³ and mean ion speed $\bar v_i=\sqrt{8eT_i/(\pi m_i)}$. (Using the ion–gas relative speed instead would raise the final ion coefficient by about 9%, so the digits below belong to this choice.) The ratios $\omega/\nu$ are then 2.70 for ions and 1093 for electrons, which gives

$$\mu_i=32529,\quad \mu_e=91.5\ \text{cm}^2/(\text{V s}),\qquad D_i=1626,\quad D_e=275\ \text{cm}^2/\text{s}.$$

**End losses.** Let cold ions enter the sheath with speed $u$ and density $n_s$. After a small potential drop $\eta$, energy and flux conservation give $n_i\simeq n_s[1-e\eta/(m_iu^2)]$, while Boltzmann electrons have $n_e\simeq n_s(1-\eta/T_e)$. The sheath must hold positive charge to repel electrons, which requires $u^2\ge eT_e/m_i$. The model takes the marginal value, the Bohm speed $u_B=\sqrt{eT_e/m_i}=2.69\times10^5$ cm/s.

Electrons reach the plate if their speed along $z$ exceeds $v_c=\sqrt{2eV/m_e}$, where $V$ is the sheath drop. For a Maxwellian $f$ of density $n_s$,

$$\int_{v_c}^{\infty}v f\,dv=n_s\sqrt{\frac{eT_e}{2\pi m_e}}\,e^{-V/T_e}=\frac{n_s\bar v_e}{4}e^{-V/T_e},$$

with $\bar v_e=\sqrt{8eT_e/(\pi m_e)}$. This equals the ion flux $n_su_B$ at the floating drop

$$V_f=\Lambda T_e,\qquad \Lambda=\ln\frac{\bar v_e}{4u_B},$$

which is 14.0 V here. For any other drop, the electron flux is $n_su_B\,e^{-(V-V_f)/T_e}$.

Now average along a field line. Let $n$ be the averaged density and $n_s=hn$, with $h=0.25$ as a model input. Two plates remove ions at the rate $\nu n$, where

$$\nu=\frac{2hu_B}{L}=\frac{2(0.25)(2.69\times10^5)}{10}=1.345\times10^4\ \text{s}^{-1}.$$

Let $w$ be the plate potential, and measure $\phi$ so that $V=V_f+\phi-w$. The transverse variation of $\phi$ is taken as the same at every $z$. The particle balances are

$$\Gamma_i'=S-\nu n,\qquad \Gamma_e'=S-\nu n\,e^{-(\phi-w)/T_e}. \tag{1}$$

**The ripple.** Perfectly conducting plates share one potential, chosen as $w=0$. Write $S=S_0+S_1\cos kx$, $n=n_0+n_1\cos kx$ and $\phi=\phi_1\cos kx$, and keep first-order terms. The uniform parts give $S_0=\nu n_0$. The ripple parts give

$$k^2(D_in_1+\mu_in_0\phi_1)=S_1-\nu n_1,$$
$$k^2(D_en_1-\mu_en_0\phi_1)=S_1-\nu n_1+\nu n_0\phi_1/T_e.$$

Subtract the second from the first, divide by $k^2n_0$, and define $M=\mu_i+\mu_e$ and $G=\nu/(k^2T_e)$:

$$(D_i-D_e)\frac{n_1}{n_0}+M\phi_1=-G\phi_1
\quad\Rightarrow\quad
\phi_1=-\frac{D_i-D_e}{M+G}\frac{n_1}{n_0}. \tag{2}$$

$G$ has the units of a mobility and measures how readily the sheaths pass extra current. Here $G=45427$ cm²/(V s), so

$$\frac{\phi_1}{n_1/n_0}=-\frac{1626.4-274.5}{32529+91.5+45427}=-0.01732\ \text{V}.$$

The ion flux is $-D^*n'$ and the electron flux is $-D_e^*n'$, with

$$D^*=D_i+\mu_i\frac{\phi_1}{n_1/n_0}=1626-563=1063\ \text{cm}^2/\text{s},$$
$$D_e^*=D_e-\mu_e\frac{\phi_1}{n_1/n_0}=274.5+1.6=276.1\ \text{cm}^2/\text{s}.$$

The ion ripple balance is $S_1=(\nu+k^2D^*)n_1$. Since $k^2D^*/\nu=0.0078$, the density ripple is $10\%/1.0078=9.92\%$. The peak fluxes $kD^*n_1$ and $kD_e^*n_1$ are $3.31\times10^{11}$ and $8.61\times10^{10}$ cm⁻² s⁻¹. Ions cross the field 3.85 times as fast as electrons, in a steady state.

**Where the charge goes.** At a density peak $\phi_1=-1.72$ mV. The sheath there repels electrons slightly less, and each plate receives a current density of $-0.0617$ µA/cm² relative to floating. The two plates together receive $-0.123$ µA/cm². The cross-field fluxes carry away a net positive charge, per unit plate area, at the rate

$$eLk(\Gamma_i-\Gamma_e)_{\rm peak}=0.123\ \mu\text{A/cm}^2.$$

The extra electrons collected at the ends balance this loss. At density minima both signs reverse, and current through the plates joins the two regions.

## The general statement

**Statement.** In model (1), let $T_e$, $\mu_i$ and $\mu_e$ be uniform, and let the profiles be periodic in $x$.

1. If the plates are insulating, $\Gamma_i=\Gamma_e$ everywhere, provided both vanish at some symmetry plane.
2. If the plates are perfect conductors at one potential, $D_i\ne D_e$ and $S$ is not uniform, then $\Gamma_i$ and $\Gamma_e$ cannot be equal everywhere.
3. For a small ripple and plates of sheet conductance $\Sigma$, the ion coefficient is

$$D^*=D_i-\frac{\mu_i(D_i-D_e)}{M+G_{\rm eff}},\qquad G_{\rm eff}=G\frac{r}{1+r},\qquad r=\frac{\Sigma k^2}{g_s}, \tag{3}$$

where $g_s=ehn_0u_B/T_e$ is the sheath conductance per unit plate area.

**Proof of 1 and 2.** Subtracting the equations in (1) gives

$$(\Gamma_i-\Gamma_e)'=\nu n\left[e^{-(\phi-w)/T_e}-1\right]. \tag{4}$$

An insulating surface charges until each point collects no net current. Then $\phi=w$ at each $x$, the right side vanishes, and $\Gamma_i-\Gamma_e$ is constant. It is zero at the symmetry plane, hence everywhere.

For conducting plates $w$ is constant. Integrating (4) over a period makes the total plate current zero, but places no such condition on each field line. Suppose nevertheless that $\Gamma_i=\Gamma_e$ everywhere. Equation (4) then forces $\phi=w$, so $\phi$ is uniform and

$$0=\Gamma_i-\Gamma_e=-(D_i-D_e)n'.$$

Since $D_i\ne D_e$, $n$ must be uniform. Both fluxes then vanish, and (1) gives $S=\nu n$, a uniform source. This contradicts the premise. The argument does not require a small ripple.

**Proof of 3.** To first order, the current density into each plate is $j_1=g_s(\phi_1-w_1)$. The sheet current in the plate is $-\Sigma w'$, and its divergence must equal $j$, so $\Sigma k^2w_1=g_s(\phi_1-w_1)$. Therefore

$$w_1=\frac{\phi_1}{1+r},\qquad \phi_1-w_1=\frac{r}{1+r}\phi_1.$$

The sheath term $G\phi_1$ in (2) becomes $G(\phi_1-w_1)=G_{\rm eff}\phi_1$. Substituting the new $\phi_1$ into the ion flux gives (3).

## Limits and size of the effect

When $\Sigma\to0$ at fixed $k$, $G_{\rm eff}$ vanishes and (3) becomes the ambipolar coefficient

$$D_a=D_i-\frac{\mu_i(D_i-D_e)}{M}=\frac{\mu_iD_e+\mu_eD_i}{M}=278\ \text{cm}^2/\text{s}.$$

When $G_{\rm eff}\gg M$, the potential ripple disappears and $D^*\to D_i$, Simon's fully shorted result. The example lies between these limits: $G/(M+G)=0.58$. Since $G\propto k^{-2}$, longer ripples are shorted more completely when the other inputs are fixed. With resistive plates, however, $G_{\rm eff}$ approaches the finite value $2\Sigma/(en_0L)$ as $k\to0$, so lengthening the ripple cannot complete the shorting unless this value far exceeds $M$. Here it equals $M$ at a sheet resistance of about 3.8 kΩ per square; for a metal plate the limit is of no practical consequence.

The plate and sheath act in series. For this ripple, $r=1$ at a sheet resistance of about 2.7 kΩ per square, where the ion coefficient is 832 cm²/s. A plate is a good conductor for this purpose if its sheet resistance is far below that value. An insulating film on its surface would need a separate treatment.

Short-circuiting does not necessarily speed ion loss. Equation (3) shows that $D^*-D_a$ has the sign of $D_i-D_e$. With the other inputs held fixed, $D_i=D_e$ at 154 G. At half that field, conducting plates lower the ion coefficient from about 44,200 to 39,800 cm²/s.

A large change in cross-field flux can also be a small change in the rate at which the extra particles leave a density peak. For $D_i>D_e$ and perfectly conducting plates,

$$\frac{k^2(D^*-D_a)}{\nu}
=\frac{1}{GT_e}\frac{\mu_i(D_i-D_e)G}{M(M+G)}
<\frac{D_i}{T_eM}<\frac{T_i}{T_e}.$$

The first inequality uses $\mu_i<M+G$ and $D_i-D_e<D_i$; the second uses $M>\mu_i$ and $D_i=\mu_iT_i$. The bound is 1.7% here, and the actual extra loss rate is 0.58% of the end-loss rate. The plates multiply the cross-field ion flux by 3.8, but that flux stays small: most of the extra ions in a density peak still leave along the field.

## What a real discharge changes

The inputs are rough values chosen to illustrate the mechanism. Within the model, several corrections are modest. Finite electron mobility along $B$, with the density held uniform along each line, changes $D^*$ by $-0.01\%$; this does not test the density variation along the line implied by $h=0.25$, which is taken up below. Solving the nonlinear equations with the 10% source ripple changes it by $-0.1\%$. An estimate of added ion drag, from axial motion and newly created ions, raises it to 1184 cm²/s, or by 11%.

Uniform electron temperature is a far more delicate assumption. Let $T_e$ have a ripple $T_1$. Because $\Lambda$ does not depend on $T_e$, the floating drop changes by $\Lambda T_1$, and the sheath term in (2) becomes $G(\phi_1-\Lambda T_1)$. Neglecting the much smaller change in cross-field electron pressure, this adds $\Lambda T_1G/(M+G)$ to $\phi_1$. The added ion flux equals the original one when

$$\frac{T_1}{T_e}=\frac{D^*(M+G)}{\mu_i\Lambda GT_e}\frac{n_1}{n_0}=0.0040\,\frac{n_1}{n_0}.$$

For the example $T_1$ is only 1.2 meV. If the denser region is hotter by this amplitude, the ion flux doubles; if it is cooler by the same amount, the flux cancels to leading order. This estimate counts only the sheath drop. The presheath drop, roughly $T_e\ln(1/h)=1.4T_e$, also scales with $T_e$; including it would lower the required temperature ripple by about a quarter. A real temperature profile can thus control the ion flux through the same conducting plates.

Uniform $h$ is delicate for the same reason. Electrons are Boltzmann-distributed along $B$, so a ripple $\delta$ in $\ln(1/h)$ shifts the density-weighted potential relative to the sheath edge by $T_e\delta$, and the sheath term becomes $G(\phi_1-T_e\delta)$. The added ion flux equals the original one at $\delta=D^*(M+G)/(\mu_iGT_e)\,n_1/n_0=0.019\,n_1/n_0$. The result (3) therefore holds only if the shape of the density profile along $B$ is the same on every field line to well within 2% of the relative density ripple. A source ripple whose distribution along $z$ differs from that of the mean source, or a ripple in gas density, can violate this.

Turbulence can matter as much. The Bohm scale $T_e/(16B)$ is 18,750 cm²/s, about 18 times $D^*$. If turbulence added this same diffusion coefficient to both species and left the mobilities unchanged, $D_i-D_e$ and the plate current at a given density ripple would not change. The ion-to-electron flux ratio, however, would fall from 3.85 to $(1063+18750)/(276+18750)=1.04$. If instead the anomalous transport acted on electrons alone, adding $T_e/(16B)$ to $D_e$ and $1/(16B)$ to $\mu_e$, then $D_e$ would exceed $D_i$, the plate current would reverse, and the flux ratio would be 0.47. The value 1063 cm²/s therefore describes the isothermal, classical mechanism, and is not a prediction of total transport in a reactor. Side walls, insulating liners and radio-frequency sheaths would also require their own boundary conditions. The remaining input values and estimates are in the numerical output.

## Table of computed values

```
Gas pressure: 5 mTorr
Gas temperature: 300 K
Magnetic field: 1000 G
Electron temperature: 3 eV
Ion temperature: 0.05 eV
Ion mass: 40 u
Mean plasma density: 1e+10 cm^-3
Plate separation: 10 cm
Ripple wavelength: 20 cm
Source ripple: 10 %
Edge-to-mean density ratio h: 0.25 (dimensionless)
Ion collision cross-section: 1e-14 cm^2
Electron collision rate coefficient: 1e-07 cm^3/s
Gas density: 1.6094e+14 cm^-3
Ion collision frequency: 89192 s^-1
Electron collision frequency: 1.6094e+07 s^-1
Ion gyrofrequency/collision frequency: 2.7044 (ratio)
Electron gyrofrequency/collision frequency: 1092.8 (ratio)
Bohm speed: 2.6901e+05 cm/s
Floating sheath drop: 14.039 V
End-loss rate: 13450 s^-1
Cross-field ion mobility: 32529 cm^2/(V s)
Cross-field electron mobility: 91.505 cm^2/(V s)
Sheath conductance parameter G: 45427 cm^2/(V s)
Ion diffusion coefficient D_i: 1626.4 cm^2/s
Electron diffusion coefficient D_e: 274.52 cm^2/s
Insulating-plate coefficient D_a: 278.31 cm^2/s
Conducting-plate ion coefficient D*: 1063 cm^2/s
Conducting-plate electron coefficient: 276.1 cm^2/s
Nonlinear small-ripple ion coefficient: 1063 cm^2/s
D*/D_a: 3.8194 (ratio)
Short-circuit fraction G/(M+G): 0.58204 (ratio)
Density ripple: 9.9226 %
Peak cross-field ion flux: 3.3136e+11 cm^-2 s^-1
Peak cross-field electron flux: 8.6068e+10 cm^-2 s^-1
Ion/electron flux: 3.85 (ratio)
Potential ripple at density peak: -1.7188 mV
Plate current ripple at density peak: -0.061732 uA/cm^2
Sheet resistance for r=1: 2748 ohm/square
Ion coefficient at r=1: 831.69 cm^2/s
Equal-diffusion magnetic field: 154.4 G
Half-crossover insulating coefficient: 44202 cm^2/s
Half-crossover conducting coefficient: 39766 cm^2/s
Cross-field/end-loss rate: 0.78 %
Extra cross-field/end-loss rate: 0.57578 %
Upper bound Ti/Te on extra loss: 1.6667 %
Change from parallel resistance: -0.010546 %
Change from finite ripple: -0.10545 %
D* with added ion drag: 1183.8 cm^2/s
Ion gyroradius: 1.4397 mm
k times ion gyroradius: 0.045231 (dimensionless)
Coulomb/neutral electron collision rate: 0.47258 %
Bohm diffusion scale: 18750 cm^2/s
Bohm scale/D*: 17.639 (ratio)
Flux-doubling relative Te/density ripple: 0.0039992 (ratio)
Flux-doubling Te ripple: 1.1905 meV
```
